# Average tunnelling transmission through an oxide of uneven thickness: verification in Python

```python
# Result under test: for a Gaussian oxide thickness (mean t0, deviation sigma)
# and wave amplitude decaying as exp(-kappa*t), the average transmission is
#     <T> / T(t0) = exp(2 * kappa**2 * sigma**2).
# T is found from the one-dimensional effective-mass wave equation and then
# averaged numerically; the exponential law is not put in by hand.
# Lengths in nm, energies in eV, masses in electron masses.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq
from scipy.stats import norm

kappa = 6.4            # amplitude decay constant, 1/nm
sigma = 0.1            # standard deviation of thickness, nm
t0 = 1.5               # mean thickness, nm
mass_oxide = 0.5
mass_silicon = 0.92
energy_in = 0.1        # incident energy above the silicon band edge, eV
oxide_volts = 1.0      # voltage for the sloping-barrier case, V
temperature = 350.0    # K

# hbar^2 / (2 m_e) in eV nm^2
h2m = const.hbar**2 / (2 * const.m_e) / const.e * 1e18
depth = h2m * kappa**2 / mass_oxide   # barrier top minus electron energy, eV


def transmission(thickness, volts=0.0, mass=mass_oxide, extra_energy=0.0):
    """Flux ratio through a barrier cut into flat slices.

    psi and psi'/m are continuous; the solution is carried backwards
    from a pure outgoing wave on the far side.
    """
    slices = 200
    energy = energy_in + extra_energy
    k_in = np.sqrt(mass_silicon * energy / h2m)
    k_out = np.sqrt(mass_silicon * (energy + volts) / h2m)
    psi = np.ones_like(thickness, dtype=complex)
    slope = 1j * k_out / mass_silicon * psi
    step = thickness / slices
    for j in reversed(range(slices)):
        local_depth = depth - extra_energy - volts * (j + 0.5) / slices
        decay = np.sqrt(mass * local_depth / h2m)
        c, s = np.cosh(decay * step), np.sinh(decay * step)
        psi, slope = (c * psi - mass / decay * s * slope,
                      c * slope - decay / mass * s * psi)
    incoming = (psi + slope * mass_silicon / (1j * k_in)) / 2
    return k_out / k_in / np.abs(incoming)**2


grid = np.linspace(0.002, 2.998, 1499)   # positive thicknesses only


def enhancement(mean=t0, spread=sigma, **options):
    """Average transmission divided by transmission at the mean thickness."""
    weight = norm.pdf(grid, mean, spread)
    average = trapezoid(weight * transmission(grid, **options), grid)
    return average / float(transmission(mean, **options))


# Decay rate of the transmission from the wave equation
rate = -np.log(transmission(1.6) / transmission(1.4)) / 0.2
assert abs(rate - 2 * kappa) < 1e-5

# Main result, and its independence of the mean thickness
formula = np.exp(2 * kappa**2 * sigma**2)
factor = enhancement()
assert abs(factor / formula - 1) < 1e-5
assert round(factor, 1) == 2.3
factor_thin, factor_thick = enhancement(mean=1.2), enhancement(mean=1.8)
assert abs(factor_thin / formula - 1) < 1e-5
assert abs(factor_thick / formula - 1) < 1e-5

# The other reading: 6.4 per nm as decay constant of the transmission itself
other_reading = quad(lambda s: norm.pdf(s, 0, sigma) * np.exp(-kappa * s),
                     -10 * sigma, 10 * sigma)[0]
assert abs(other_reading - np.exp(kappa**2 * sigma**2 / 2)) < 1e-7

# Where the transmitted electrons pass
passed = norm.pdf(grid, t0, sigma) * transmission(grid)
average_T = trapezoid(passed, grid)
centre = trapezoid(grid * passed, grid) / average_T
width = np.sqrt(trapezoid((grid - centre)**2 * passed, grid) / average_T)
thin = grid <= t0 + 1e-9
thin_share = trapezoid(passed[thin], grid[thin]) / average_T
assert abs(centre - (t0 - 2 * kappa * sigma**2)) < 1e-5
assert abs(width - sigma) < 1e-5
assert abs(thin_share - norm.cdf(2 * kappa * sigma)) < 1e-4

# Uniform film with the same average transmission
t_equal = brentq(lambda t: float(np.log(transmission(t) / average_T)), 1.0, 2.0)
assert abs(t_equal - (t0 - kappa * sigma**2)) < 1e-5

# Voltage across the oxide: same law with the path-averaged decay constant.
# The path average is a semiclassical estimate, hence the 1 percent tolerance.
v = oxide_volts / depth
kappa_volts = kappa * 2 / 3 * (1 - (1 - v)**1.5) / v
factor_volts = enhancement(volts=oxide_volts)
formula_volts = np.exp(2 * kappa_volts**2 * sigma**2)
assert abs(factor_volts / formula_volts - 1) < 0.01
assert factor_volts < factor

# Two equally likely thicknesses with the same variance
two_level = float((transmission(t0 - sigma) + transmission(t0 + sigma))
                  / (2 * transmission(t0)))
assert abs(two_level - np.cosh(2 * kappa * sigma)) < 1e-5

# Sensitivity to spread, mass and thermal energy
factor_low, factor_high = enhancement(spread=0.08), enhancement(spread=0.12)
factor_mass = enhancement(mass=0.4)
thermal = const.k * temperature / const.e
factor_warm = enhancement(extra_energy=thermal)

# Sideways spread, along one axis, of a wave that enters at a point: each
# lateral wave number q decays with sqrt(kappa^2 + q^2). The simple estimate
# keeps the leading order in 1/(kappa*t0), hence the 8 percent tolerance.
q = np.linspace(-30, 30, 6001)
decay_q = np.sqrt(kappa**2 + q**2)
power = np.exp(-2 * t0 * (decay_q - kappa))
spot = np.sqrt(trapezoid((t0 * q / decay_q)**2 * power, q)
               / trapezoid(power, q))
spot_estimate = np.sqrt(t0 / (2 * kappa))
assert abs(spot / spot_estimate - 1) < 0.08

print(f"amplitude decay constant kappa: {kappa:.1f} 1/nm")
print(f"thickness deviation sigma: {sigma:.2f} nm")
print(f"mean thickness t0: {t0:.2f} nm")
print(f"oxide mass: {mass_oxide:.2f} electron masses")
print(f"silicon mass: {mass_silicon:.2f} electron masses")
print(f"incident energy: {energy_in:.2f} eV")
print(f"barrier top above electron energy: {depth:.3f} eV")
print(f"decay rate of T from wave equation: {rate:.4f} 1/nm")
print(f"2*kappa*t0: {2 * kappa * t0:.2f} (no unit)")
print(f"2*kappa*sigma: {2 * kappa * sigma:.3f} (no unit)")
print(f"exponent 2*kappa^2*sigma^2: {2 * kappa**2 * sigma**2:.4f} (no unit)")
print(f"T at mean thickness: {float(transmission(t0)):.3e} (no unit)")
print(f"average T: {average_T:.3e} (no unit)")
print(f"factor, wave equation and average: {factor:.4f} (no unit)")
print(f"factor, closed formula: {formula:.4f} (no unit)")
print(f"factor for mean 1.2 nm: {factor_thin:.4f} (no unit)")
print(f"factor for mean 1.8 nm: {factor_thick:.4f} (no unit)")
print(f"expansion 1+2*kappa^2*sigma^2: {1 + 2 * kappa**2 * sigma**2:.4f} (no unit)")
print(f"factor if 6.4/nm is decay of T: {other_reading:.4f} (no unit)")
print(f"mean over deviation t0/sigma: {t0 / sigma:.1f} (no unit)")
print(f"Gaussian weight below zero: {norm.cdf(-t0 / sigma):.1e} (no unit)")
print(f"centre of transmitting thicknesses: {centre:.4f} nm")
print(f"its shift below the mean: {t0 - centre:.4f} nm")
print(f"width of transmitting thicknesses: {width:.4f} nm")
print(f"share of T from t below mean: {100 * thin_share:.1f} percent")
print(f"equivalent uniform thickness: {t_equal:.4f} nm")
print(f"its shift below the mean: {t0 - t_equal:.4f} nm")
print(f"oxide voltage: {oxide_volts:.1f} V")
print(f"oxide field at mean thickness: {10 * oxide_volts / t0:.2f} MV/cm")
print(f"path-averaged kappa with voltage: {kappa_volts:.3f} 1/nm")
print(f"factor with voltage, wave equation: {factor_volts:.3f} (no unit)")
print(f"factor with voltage, formula: {formula_volts:.3f} (no unit)")
print(f"factor for two thicknesses t0+-sigma: {two_level:.3f} (no unit)")
print(f"factor for sigma 0.08 nm: {factor_low:.3f} (no unit)")
print(f"factor for sigma 0.12 nm: {factor_high:.3f} (no unit)")
print(f"factor for oxide mass 0.4: {factor_mass:.3f} (no unit)")
print(f"temperature: {temperature:.0f} K")
print(f"thermal energy kT: {thermal:.4f} eV")
print(f"factor with kT more energy: {factor_warm:.3f} (no unit)")
print(f"sideways spread, numerical: {spot:.3f} nm")
print(f"sideways spread, sqrt(t0/(2*kappa)): {spot_estimate:.3f} nm")
print("no test failed")
```

It prints:

```
amplitude decay constant kappa: 6.4 1/nm
thickness deviation sigma: 0.10 nm
mean thickness t0: 1.50 nm
oxide mass: 0.50 electron masses
silicon mass: 0.92 electron masses
incident energy: 0.10 eV
barrier top above electron energy: 3.121 eV
decay rate of T from wave equation: 12.8000 1/nm
2*kappa*t0: 19.20 (no unit)
2*kappa*sigma: 1.280 (no unit)
exponent 2*kappa^2*sigma^2: 0.8192 (no unit)
T at mean thickness: 1.235e-09 (no unit)
average T: 2.801e-09 (no unit)
factor, wave equation and average: 2.2687 (no unit)
factor, closed formula: 2.2687 (no unit)
factor for mean 1.2 nm: 2.2687 (no unit)
factor for mean 1.8 nm: 2.2687 (no unit)
expansion 1+2*kappa^2*sigma^2: 1.8192 (no unit)
factor if 6.4/nm is decay of T: 1.2273 (no unit)
mean over deviation t0/sigma: 15.0 (no unit)
Gaussian weight below zero: 3.7e-51 (no unit)
centre of transmitting thicknesses: 1.3720 nm
its shift below the mean: 0.1280 nm
width of transmitting thicknesses: 0.1000 nm
share of T from t below mean: 90.0 percent
equivalent uniform thickness: 1.4360 nm
its shift below the mean: 0.0640 nm
oxide voltage: 1.0 V
oxide field at mean thickness: 6.67 MV/cm
path-averaged kappa with voltage: 5.856 1/nm
factor with voltage, wave equation: 1.985 (no unit)
factor with voltage, formula: 1.985 (no unit)
factor for two thicknesses t0+-sigma: 1.937 (no unit)
factor for sigma 0.08 nm: 1.689 (no unit)
factor for sigma 0.12 nm: 3.253 (no unit)
factor for oxide mass 0.4: 1.926 (no unit)
temperature: 350 K
thermal energy kT: 0.0302 eV
factor with kT more energy: 2.251 (no unit)
sideways spread, numerical: 0.330 nm
sideways spread, sqrt(t0/(2*kappa)): 0.342 nm
no test failed
```
